\section*{Nyquist Dephasing in Metal Wires and Films, and Energy Exchange, part 1}

(Sections cited here and not found follow in the second part.)

\section{From two points to a diffusing electron in a wire}

\subsection{What fails without a theory of dephasing}

Boltzmann theory adds probabilities. In a disordered metal this misses the interference between a closed diffusion path and the same path run backwards. To correct it one needs the time $\tau_\phi$ for which the two remain coherent. Two obvious candidates fail. In a thin wire or film the golden-rule collision rate in the metal's own thermal field is infinite, as shown below. The energy-exchange time is finite but answers another question: for the silver-like wire computed at the end, at 1 K and counting only the long-wavelength noise treated here, it is about 55 ns, while the dephasing time is 2.4 ns. Using the first for the second would overestimate the coherence length almost fivefold and give the wrong power of temperature.

The field meant here is Nyquist noise, the fluctuating potential $\varphi$ that accompanies electrical resistance at temperature $T$. Phonons and magnetic impurities are left out until their size is estimated. SI units are used, $e>0$, and angular frequencies run over both signs.

\subsection{The simplest case: two fixed points}

Let a resistor $R$ be in parallel with a capacitor $C$, and let the resistor contain a random current $\delta I$ with no memory, $\langle\delta I(t)\delta I(t')\rangle=S\,\delta(t-t')$. From $C\dot V=-V/R+\delta I$,
\begin{equation}
V(t)=\frac1C\int_0^\infty e^{-s/RC}\delta I(t-s)\,ds,\qquad
\langle V^2\rangle=\frac{S}{C^2}\frac{RC}{2}=\frac{SR}{2C}.
\end{equation}
Equipartition requires $C\langle V^2\rangle/2=k_BT/2$, so $S=2k_BT/R$. The open-circuit voltage $R\,\delta I$ then obeys
\begin{equation}
\langle V(t)V(t')\rangle=2k_BTR\,\delta(t-t').
\label{eq:johnson}
\end{equation}

Put an electron in a superposition of two places joined by this resistor. Its potential energy is $-e\varphi$, so the relative phase is $\Phi=(e/\hbar)\int_0^tV\,dt'$. For a Gaussian variable of zero mean $\langle e^{i\Phi}\rangle=e^{-\langle\Phi^2\rangle/2}$, and
\begin{equation}
\tfrac12\langle\Phi^2\rangle=\frac{e^2}{2\hbar^2}\,2k_BTR\,t=\frac{e^2k_BTR}{\hbar^2}\,t .
\label{eq:twopoint}
\end{equation}
The dephasing rate is proportional to the resistance between the two places. It vanishes when they coincide, as it must: a common potential gives no relative phase.

A wire of conductivity times cross-section $\sigma_1$ has $R=|x|/\sigma_1$ over a length $x$. In a time $\tau$ an electron with diffusion constant $D$ explores a length of about $\sqrt{D\tau}$. Inserting this length and demanding that the rate be $1/\tau$ gives
\begin{equation}
\frac1\tau=\frac{e^2k_BT}{\hbar^2\sigma_1}\sqrt{D\tau}
\quad\Longrightarrow\quad
\tau=\tau_N\equiv\left(\frac{\hbar^2\sigma_1}{e^2k_BT\sqrt D}\right)^{2/3}.
\label{eq:tauN}
\end{equation}
The power $T^{-2/3}$ is already present. Its origin is self-consistency: a longer coherent life lets the paths separate further, which increases the resistance between them and shortens that life. The numerical factor needs the distribution of paths.

\subsection{The field inside the metal}

Let $\sigma_d$ be the conductivity for $d$-dimensional current: $\sigma_1$ in a wire, the sheet conductance $\sigma_2$ in a film. Applying the current noise found above to each small element gives
\begin{equation}
\mathbf j=-\sigma_d\nabla\varphi+\delta\mathbf j,\qquad
\langle\delta j_\alpha\delta j_\beta\rangle=2k_BT\sigma_d\,\delta_{\alpha\beta}\,
\delta(\mathbf r-\mathbf r')\delta(t-t').
\end{equation}
Good screening forbids charge accumulation, so $\nabla\cdot\mathbf j=0$. For wave vector $\mathbf q$ this reads $\sigma_dq^2\varphi+i\mathbf q\cdot\delta\mathbf j=0$, and the noise spectrum is
\begin{equation}
\langle\varphi\varphi\rangle_{\mathbf q,\omega}
=\frac{2k_BT\sigma_dq^2}{(\sigma_dq^2)^2}=\frac{2k_BT}{\sigma_dq^2}.
\label{eq:field}
\end{equation}
It does not depend on $\omega$, which is the classical limit $\hbar|\omega|\ll k_BT$.

As a limit, take two fixed points of a wire. Since $\int_{-\infty}^{\infty}dq\,(1-\cos qx)/q^2=\pi|x|$, the strength of their voltage noise is
\begin{equation}
2\,\frac{2k_BT}{\sigma_1}\int\frac{dq}{2\pi}\frac{1-\cos qx}{q^2}
=\frac{2k_BT|x|}{\sigma_1}.
\end{equation}
This is equation (\ref{eq:johnson}) with $R=|x|/\sigma_1$.

\subsection{A loop and its reverse}

Let $\mathbf r(t')$ be a closed diffusion path of duration $t$. The reversed path is at $\mathbf r(t-t')$ at time $t'$. The noise is smooth on the scale of the electron wavelength and, for now, slow compared with $k_BT/\hbar$, so it is taken to change the phase but not the path:
\begin{equation}
\Phi=\frac e\hbar\int_0^tdt'\,\bigl[\varphi(\mathbf r(t'),t')-\varphi(\mathbf r(t-t'),t')\bigr].
\label{eq:phase}
\end{equation}
For a static potential the substitution $t'\to t-t'$ turns the second term into the first, and $\Phi=0$. Noise much slower than $1/t$ therefore cannot dephase a loop of duration $t$.

Classical noise at different times is independent. In a wire the two partners are, at each instant, two points a distance $|r(t')-r(t-t')|$ apart, and equation (\ref{eq:twopoint}) applies to each time element:
\begin{equation}
\tfrac12\langle\Phi^2\rangle=a\int_0^tdt'\,|r(t')-r(t-t')|,\qquad
a=\frac{e^2k_BT}{\hbar^2\sigma_1}.
\label{eq:path}
\end{equation}
Equation (\ref{eq:tauN}) now reads $a\sqrt D=\tau_N^{-3/2}$.

\subsection{Why the golden rule diverges}

When $\Phi$ is squared there are two equal terms in which a path is correlated with itself and two equal cross terms between the partners. Dropping the cross terms leaves an ordinary collision rate. For free diffusion $\langle e^{i\mathbf q\cdot[\mathbf r(u)-\mathbf r(0)]}\rangle=e^{-Dq^2|u|}$, whose Fourier transform in $u$ is $2Dq^2/(D^2q^4+\omega^2)$. The rate is then $\int(d\omega/2\pi)\,w_d(\omega)$ with
\begin{equation}
w_d(\omega)=\frac{e^2}{\hbar^2}\int\frac{d^dq}{(2\pi)^d}\,
\frac{2k_BT}{\sigma_dq^2}\,\frac{2Dq^2}{D^2q^4+\omega^2}.
\label{eq:wd}
\end{equation}

In the wire put $q=\sqrt{|\omega|/D}\,x$. The remaining integral is
\begin{equation}
\int_{-\infty}^{\infty}\frac{dx}{1+x^4}
=\int_0^\infty\frac{(1+x^{-2})\,dx}{x^2+x^{-2}}
=\int_{-\infty}^{\infty}\frac{dy}{y^2+2}=\frac{\pi}{\sqrt2}.
\end{equation}
The first step adds to the half-line integral its image under $x\to1/x$; the second uses $y=x-1/x$. Collecting factors,
\begin{equation}
w_1(\omega)=2a\,\frac{2D}{2\pi}\,\frac{\pi}{\sqrt2}\,
\frac{1}{\sqrt D\,|\omega|^{3/2}}
=\sqrt2\,\tau_N^{-3/2}|\omega|^{-3/2}.
\label{eq:w1}
\end{equation}
The integral over $\omega$ diverges at low frequency. The cross terms remove this part, as the static limit showed. A sharp cutoff at $1/\tau$ imitates their effect:
\begin{equation}
\frac1\tau=\frac{\sqrt2}{\pi}\tau_N^{-3/2}\int_{1/\tau}^{\infty}\frac{d\omega}{\omega^{3/2}}
=\frac{2\sqrt2}{\pi}\,\tau_N^{-3/2}\tau^{1/2}.
\end{equation}
Hence $\tau=(\pi/2\sqrt2)^{2/3}\tau_N=1.07\,\tau_N$. The power agrees with equation (\ref{eq:tauN}); the factor depends on how the cutoff is drawn.

\subsection{The path average without a cutoff}

Define $C(t)$ as the probability density of return after time $t$, with each path weighted by $e^{-\langle\Phi^2\rangle/2}$. To leading order in weak localization, and without spin--orbit scattering, the interference correction to the conductance is proportional to the time integral of $C$. Strong spin--orbit scattering, as in silver, changes the sign and size of the correction, but its singlet part is still given by this integral. Let
\begin{equation}
W(\gamma)=\int_0^\infty C(t)\,e^{-\gamma t}\,dt,
\end{equation}
where $\gamma$ stands for any additional exponential dephasing rate. Without noise $C=(4\pi Dt)^{-1/2}$ and $W=1/(2\sqrt{D\gamma})$. For purely exponential dephasing this is $L/(2D)$ with $L=\sqrt{D/\gamma}$. The Nyquist length is therefore defined by $W(0)=L_\phi/(2D)$, and the time by $\tau_\phi=L_\phi^2/D$.

Cut the loop at its midpoint in time. The pieces $r_1(s)=r(s)$ and $r_2(s)=r(t-s)$, with $0<s<t/2$, are independent diffusions that start together and end together. Their separation $\rho=r_1-r_2$ has diffusion constant $2D$, because variances add. Their centre $(r_1+r_2)/2$ is independent of $\rho$; its end point is free, and integrating over it gives one. The separation must go from 0 to 0 in the time $t/2$.

The integrand in equation (\ref{eq:path}) takes the same values in both halves of the loop, so the exponent is $2a\int_0^{t/2}|\rho|\,ds$. Each short step $ds$ multiplies the weight by $1-2a|\rho|\,ds$. The weighted density $K(\rho,s)$ that starts at $\rho=0$ thus satisfies
\begin{equation}
\partial_sK=2D\,\partial_\rho^2K-2a|\rho|K,\qquad C(t)=K(0,t/2).
\end{equation}
With $t=2s$ we have $W=2G(0)$, where $G(\rho)=\int_0^\infty K(\rho,s)\,e^{-2\gamma s}ds$. Integrating the differential equation over $s$, with $K(\rho,0)=\delta(\rho)$, gives
\begin{equation}
-2DG''+(2a|\rho|+2\gamma)G=\delta(\rho).
\end{equation}

Let $\ell=(D/a)^{1/3}$. Because $a\sqrt D=\tau_N^{-3/2}$, this equals $\sqrt{D\tau_N}$. With $z=|\rho|/\ell+\gamma\tau_N$ the equation away from the origin becomes $d^2G/dz^2=zG$. The solution that decays is $G=N\,\mathrm{Ai}(z)$, with $\mathrm{Ai}$ the Airy function. The delta function requires $-2D[G'(0^+)-G'(0^-)]=1$. The two slopes are opposite, so $-4DN\,\mathrm{Ai}'(\gamma\tau_N)/\ell=1$, and
\begin{equation}
W(\gamma)=-\frac{\sqrt{D\tau_N}}{2D}\,
\frac{\mathrm{Ai}(\gamma\tau_N)}{\mathrm{Ai}'(\gamma\tau_N)}.
\label{eq:airy}
\end{equation}

Two limits matter. For $\gamma\tau_N\gg1$, $\mathrm{Ai}'/\mathrm{Ai}\to-\sqrt{\gamma\tau_N}$ and $W\to1/(2\sqrt{D\gamma})$: the noise drops out. For $\gamma=0$,
\begin{equation}
L_\phi=\frac{\mathrm{Ai}(0)}{|\mathrm{Ai}'(0)|}\sqrt{D\tau_N}=1.372\sqrt{D\tau_N},
\qquad \tau_\phi=1.88\,\tau_N .
\label{eq:wire}
\end{equation}
For classical white noise no infrared cutoff has been put in by hand.

\subsection{Replacing the average by its exponent}

The film will be treated by averaging the exponent instead of the exponential. The wire shows what this costs. A closed path can be built from a free one as $r(s)-(s/t)r(t)$. Its increment over an interval $u$ has, per component, the variance
\begin{equation}
2D\left(u-2\frac{u^2}{t}+\frac{u^2}{t}\right)=2D\,b(u),\qquad b(u)=|u|\left(1-\frac{|u|}{t}\right).
\label{eq:bridge}
\end{equation}
The mean modulus of a Gaussian variable is $\sqrt{2/\pi}$ times its standard deviation, here $2\sqrt{Db/\pi}$. In equation (\ref{eq:path}) the interval is $u=|2t'-t|$, which covers $0<u<t$ twice with $dt'=du/2$. Writing $F(t)$ for the mean exponent,
\begin{equation}
F(t)=2a\sqrt{\frac D\pi}\int_0^tdu\,\sqrt{u(1-u/t)}
=2a\sqrt{\frac D\pi}\,\frac{\pi t^{3/2}}{8}
=\frac{\sqrt\pi}{4}\left(\frac{t}{\tau_N}\right)^{3/2}.
\label{eq:cumwire}
\end{equation}
The integral is the area of a half-circle of diameter $t$, divided by $\sqrt t$. The factor $e^{-F}$ falls faster than exponentially, because the mean separation of the partners grows with $t$. The true average weight does not keep this up. Loops whose partners happen to stay close survive best, and for $t\gg\tau_N$ they dominate: the term $2a|\rho|$ in the equation for $K$ confines $\rho$, so there is a lowest decay rate and the weight falls exponentially, apart from a power of $t$.

The condition $F=1$ gives $t=1.72\,\tau_N$. Using $e^{-F}$ in $W(0)$ and substituting $y=F(t)$ gives
\begin{equation}
\frac{L}{\sqrt{D\tau_N}}=\frac{2\,\Gamma(1/3)}{3\sqrt\pi}\left(\frac{\sqrt\pi}{4}\right)^{-1/3}=1.322 .
\end{equation}
This is 3.6\% below the value in equation (\ref{eq:wire}). The sign follows from convexity: the mean of an exponential is at least the exponential of the mean, so the approximation overstates dephasing.

\section{Films, energy exchange and a silver-like example}

\subsection{What is carried over}

The noise spectrum is $2k_BT/(\sigma_dq^2)$ with $d=1$ for a wire and $d=2$ for a film. A loop of duration $t$ has the mean exponent $F(t)=\langle\Phi^2\rangle/2$, averaged over closed paths, whose increments have variance $2D\,b(u)$ per component with $b(u)=|u|(1-|u|/t)$. For a wire, $\tau_N^{-3/2}=e^2k_BT\sqrt D/(\hbar^2\sigma_1)$ and $\tau_\phi=1.88\,\tau_N$. Without the cross terms between partners the collision rate per frequency is $w_d(\omega)$, and $w_1=\sqrt2\,\tau_N^{-3/2}|\omega|^{-3/2}$. Two things are still needed: the fate of noise with $\hbar\omega\sim k_BT$, and the film.

For classical noise in a wire, the path average gives $\tau_\phi=1.88\,\tau_N\propto T^{-2/3}$ with no infrared cutoff put in by hand. There remain the thermal end of the noise spectrum and the film, followed by energy exchange, a silver-like example and the limits of the theory.
